# Optical weight of a half-filled chain of tilted p orbitals

A straight chain has atoms at spacing $a$, with volume $\Omega$ of the solid per atom. Each atom carries one active p orbital and, on average, one electron, counting both spins. Each orbital makes the same angle $\theta$ with the chain, and the azimuth changes by the same angle $\phi$ from each atom to the next. The atoms do not move when the orbitals tilt, and only neighbours are coupled. An external environment is assumed to fix the orbital direction; part (d) asks what this assumption is worth.

Two matrix elements describe a bond: $V_\sigma>0$ for orbitals along the chain, whose facing lobes have opposite signs, and $V_\pi<0$ for parallel orbitals perpendicular to it, with $|V_\pi|<V_\sigma$. The algebra uses atomic units ($e=\hbar=m_e=4\pi\varepsilon_0=1$). The example takes $V_\sigma=2.0$ eV, $V_\pi=-0.3$ eV, $a=3.0$ angstrom, $\Omega=a^3$, $\theta=25^\circ$ and $\phi=0$. These are round model parameters.

**(a) Find the hopping $t$ between neighbours. Is it always smaller in size than $V_\sigma$, and does it fall steadily with tilt?**

**Solution.** Let the chain lie along $x$. A p orbital along the unit vector $\mathbf n$ is $n_xp_x+n_yp_y+n_zp_z$, so the matrix element between neighbours is a double sum over components. The reflections $y\to-y$ and $z\to-z$ leave the bond unchanged but reverse $p_y$ or $p_z$, so every mixed element vanishes. A quarter turn about $x$ makes the $yy$ and $zz$ elements equal. What remains is

$$t=V_\sigma n_xn'_x+V_\pi(n_yn'_y+n_zn'_z).$$

Here $n_x=n'_x=\cos\theta$. The perpendicular parts have length $\sin\theta$ and enclose the angle $\phi$, so

$$t=V_\sigma\cos^2\theta+V_\pi\cos\phi\,\sin^2\theta .$$

The triangle inequality gives $|t|\le V_\sigma\cos^2\theta+|V_\pi|\sin^2\theta$. This is below $V_\sigma$ whenever $0<\theta\le90^\circ$, because $|V_\pi|<V_\sigma$.

The fall need not be steady. For parallel orbitals ($\phi=0$),

$$\frac{dt}{d\theta}=-(V_\sigma+|V_\pi|)\sin2\theta ,$$

so $t$ decreases and passes through zero at $\tan^2\theta=V_\sigma/|V_\pi|$, here at $68.8^\circ$. Beyond that angle $|t|$ grows again, up to $|V_\pi|$ at $90^\circ$. In the example

$$t=2.0(0.8214)-0.3(0.1786)=1.589\ \text{eV},\qquad g\equiv\frac{|t|}{V_\sigma}=0.795 .$$

**(b) Relate the integral of the optical conductivity $\sigma_1(\omega)$ to the hopping energy, by finding the energy that a short field pulse leaves in the chain.**

**Solution.** Write $H=H_t+H_0$, where $H_t$ is the hopping and $H_0$ depends on site occupations alone. Let $X=\sum_jx_jn_j$ be the summed position of the electrons. This form neglects optical dipoles between orbitals on different atoms; those between p orbitals on one atom vanish by parity.

A uniform field $F(\tau)=\kappa\,\delta(\tau)$ multiplies the ground state by $e^{-i\kappa X}$. $H_0$ commutes with $X$, so its mean does not change. A hopping term changes by

$$e^{i\kappa X}c_j^\dagger c_{j+1}e^{-i\kappa X}=e^{i\kappa(x_j-x_{j+1})}c_j^\dagger c_{j+1}=e^{-i\kappa a}c_j^\dagger c_{j+1},$$

and the reverse hop acquires $e^{+i\kappa a}$. The ground state can be chosen real, so both hops have the same mean, and the phases add to a cosine. With $K$ the mean hopping energy per atom and $N$ atoms, the absorbed energy is

$$NK\cos\kappa a-NK=-NK(1-\cos\kappa a)\simeq-\tfrac12NK\kappa^2a^2 .$$

Linear response gives the same energy as Joule heat. The Fourier transform of the pulse is the constant $\kappa$, and $\sigma_1$ is even, so in the volume $N\Omega$

$$N\Omega\int_{-\infty}^{\infty}\frac{d\omega}{2\pi}\,\sigma_1\kappa^2=\frac{N\Omega\kappa^2}{\pi}\int_0^\infty\sigma_1\,d\omega .$$

Equating the terms in $\kappa^2$ yields

$$W\equiv\int_0^\infty\sigma_1\,d\omega=\frac{\pi a^2}{2\Omega}(-K).$$

A Drude peak at $\omega=0$ counts with the half that lies at positive frequency. The integral covers all transitions among the orbitals kept in the model and none to others.

**(c) Evaluate $W$ for the uniform chain. How much does the tilt of the example remove?**

**Solution.** With $q=ka$, the band is $2t\cos q$. For $t>0$ its lower half is $\pi/2<q<3\pi/2$. Two spins give

$$K=\frac{2}{2\pi}\int_{\pi/2}^{3\pi/2}2t\cos q\,dq=\frac1\pi(-4t)=-\frac{4t}{\pi}.$$

For $t<0$ the other half is filled and $K=-4|t|/\pi$. Hence

$$W=\frac{\pi a^2}{2\Omega}\,\frac{4|t|}{\pi}=\frac{2a^2|t|}{\Omega},\qquad \frac{W(\theta)}{W(0)}=\frac{|t|}{V_\sigma}=g .$$

The current is diagonal in $k$, as $H$ is. It causes no transitions, and the whole weight is Drude weight.

In the example $-K$ falls from $4(2.0)/\pi=2.546$ eV to $4(1.589)/\pi=2.023$ eV. In ordinary units, integrated over photon energy,

$$\int\sigma_1\,d(\hbar\omega)=\frac{\pi e^2}{2\hbar}\frac{a^2}{\Omega}(-K),$$

which falls from about 32 500 to 25 800 eV S/cm, a loss of 20.5 percent relative to the aligned chain. The same weight can be stated as a plasma energy through $W=\omega_p^2/8$, or $\omega_p^2=4\pi a^2(-K)/\Omega$. It drops from 12.4 to 11.0 eV, by the factor $\sqrt g$.

**(d) An atom has other p orbitals. Let the one orthogonal to the active orbital, in the plane of tilt, lie higher by $D$. For parallel tilt with $t>0$, when does the result of (c) survive, and where does the lost weight go?**

**Solution.** Put $c=2\cos q$. In the basis of the active and the orthogonal orbital the Bloch matrix is

$$h=\begin{pmatrix}ct&cm\\cm&cu+D\end{pmatrix},\qquad
\begin{aligned}u&=V_\sigma\sin^2\theta+V_\pi\cos^2\theta,\\ |m|&=(V_\sigma-V_\pi)\sin\theta\cos\theta.\end{aligned}$$

The hopping matrix is a rotated $\mathrm{diag}(V_\sigma,V_\pi)$, and rotation preserves the determinant: $tu-m^2=V_\sigma V_\pi$. Therefore

$$\det h=c^2(tu-m^2)+ctD=c\,(tD-cV_\sigma|V_\pi|).$$

For $c<0$ the determinant is negative, so one level lies below zero and one above. For $0<c\le2$ the first diagonal element is positive, and both levels are positive if the determinant is too. This holds over the whole range if

$$D>D_{\min}=\frac{2V_\sigma|V_\pi|}{t}.$$

Then the levels below zero are those of the lower band with $c<0$. They hold one electron per atom, and the Fermi points stay at $q=\pi/2$ and $3\pi/2$.

The Drude weight follows from a constant vector potential, which shifts every $q$ while occupations stay fixed. The current it produces is set by the curvature of the occupied levels. The Drude part of $-K$ is thus

$$-K_D=\frac{2}{2\pi}\int_{\rm occ}\frac{d^2E}{dq^2}dq=\frac1\pi\left[\frac{dE}{dq}\right]_{\pi/2}^{3\pi/2}.$$

For a single cosine band this reproduces (c). At the Fermi points $c=0$ and the orbitals do not mix. Nearby $E=ct-c^2m^2/D+\dots$, whose second term has zero slope there. The slopes are $-2t$ and $+2t$, so $-K_D=4t/\pi$, independent of $D$ above the threshold.

The remaining weight comes from transitions to the upper level, with energy

$$\sqrt{[D+|c|(t-u)]^2+4c^2m^2}.$$

Since $t-u=(V_\sigma-V_\pi)\cos2\theta$ is positive for $\theta<45^\circ$, this energy is at least $D$.

In the example $D_{\min}=2(2.0)(0.3)/1.589=0.755$ eV. With $D=3.0$ eV the Drude part is 2.023 eV, as in (c), and a further 0.399 eV appears above 3 eV. The total, 2.422 eV, is only 4.9 percent below the aligned 2.546 eV. Most of the weight lost at low energy has moved up, not vanished.

At $D=0$ the tilt merely rotates the basis of two degenerate orbitals, and no observable depends on it. The numerical result is $-K=2.575$ eV at both $0^\circ$ and $25^\circ$. Misalignment therefore lowers the weight only when something distinguishes the orbital directions on an atom.

The third p orbital, perpendicular to the plane of tilt, is decoupled by reflection in that plane. It has a band of half-width $2|V_\pi|$ and stays empty if its energy exceeds $2|V_\pi|$.

**(e) Return to one orbital per atom, now with site energies and on-site repulsion in $H_0$. Can they protect the weight against a uniform reduction of the hopping?**

**Solution.** Let $H(g)=gT+H_0$, with $T$ the hopping of the aligned chain and $0<g<1$. A negative $t$ is covered by reversing the sign of every second orbital, which leaves $H_0$ unchanged. Denote ground-state means at strength $g$ by $\langle\cdot\rangle_g$. Each ground state is a trial state for the other Hamiltonian, so

$$g\langle T\rangle_g+\langle H_0\rangle_g\le g\langle T\rangle_1+\langle H_0\rangle_1,$$
$$\langle T\rangle_1+\langle H_0\rangle_1\le\langle T\rangle_g+\langle H_0\rangle_g .$$

Adding them cancels $H_0$ and leaves $(1-g)\langle T\rangle_1\le(1-g)\langle T\rangle_g$, or $-\langle T\rangle_g\le-\langle T\rangle_1$. By (b), $W(g)$ is proportional to $-g\langle T\rangle_g$, hence

$$\frac{W(g)}{W(1)}\le g .$$

They cannot protect it: the fractional loss is at least $1-g$. Equality holds for $H_0=0$, where scaling $H$ leaves the ground state unchanged. The proof holds $H_0$ and the atomic positions fixed, and uses equal spacing.

An open cluster of six atoms, with repulsion 2.0 eV and alternating site energies $\pm0.3$ eV, gives a ratio of 0.785. This lies below $g=0.795$, as the inequality requires.

**(f) A half-filled chain tends to pair its bonds. Take hoppings $t(1\pm\delta)$ in alternation, at equal spacing and with $H_0=0$. Find the gap and the total weight.**

**Solution.** The cell has two atoms, and its Bloch matrix has the off-diagonal element

$$f=t(1+\delta)e^{iq}+t(1-\delta)e^{-iq}=2t(\cos q+i\delta\sin q).$$

The levels are $\pm|f|$, with $|f|=2t\sqrt{\cos^2q+\delta^2\sin^2q}$ and $t>0$. The lower band is full. Transitions at energy $2|f|$ run from the gap $E_g=4t\delta$, at $q=\pi/2$, up to $4t$.

The energy is all hopping energy. Two spins and two atoms per cell cancel, so $-K$ is the mean of $|f|$ over an interval of length $\pi$:

$$-K=\frac1\pi\int_{-\pi/2}^{\pi/2}2t\sqrt{1-(1-\delta^2)\sin^2q}\,dq=\frac{4t}{\pi}\mathsf E(1-\delta^2),$$

where $\mathsf E(m)=\int_0^{\pi/2}\sqrt{1-m\sin^2q}\,dq$. For $\delta\to0$, $\mathsf E(1)=1$ restores (c). For $\delta\to1$, $\mathsf E(0)=\pi/2$ gives $-K=2t$, the value for isolated pairs with hopping $2t$.

If $V_\pi/V_\sigma$ is the same on both bonds, tilting multiplies both hoppings by $g$ and keeps $\delta$ fixed. With $\delta=0.2$, $-K$ falls from 2.675 to 2.126 eV, again by 20.5 percent. The gap falls too, from $4(2.0)(0.2)=1.60$ to 1.27 eV.

**(g) An instrument sees a limited range of photon energies. With $\delta$ fixed, does the weight below a cutoff $\omega_c$ also fall? What happens to the static permittivity?**

**Solution.** In terms of excited states $m$,

$$\sigma_1(\omega)=\frac{\pi}{N\Omega}\sum_m\omega_m|X_{m0}|^2\delta(\omega-\omega_m).$$

Scaling $H$ by $g$ preserves the states and changes $\omega_m$ to $g\omega_m$. Because $g\omega_m\delta(\omega-g\omega_m)=\omega_m\delta(\omega/g-\omega_m)$,

$$\sigma_1(\omega;g)=\sigma_1(\omega/g;1).$$

The spectrum keeps its height and is compressed towards low energy. Its area shrinks by $g$, but weight also moves into a low window from above.

To find which effect wins, resolve $-K$ by $q$. Let $\varphi=\arg f$, so $\tan\varphi=\delta\tan q$ and $\varphi'=\delta/(\cos^2q+\delta^2\sin^2q)$. The two Bloch states differ in the relative sign of their components, and the position operator connects them with strength $a\varphi'/2$. Comparing the integral of $\sigma_1$ above with (b) gives, for the two atoms of a cell and two spins,

$$\frac{a^2}{2}(-2K)=2\left\langle2|f|\frac{a^2\varphi'^2}{4}\right\rangle_q ,\qquad -K=\langle|f|\varphi'^2\rangle_q .$$

For small $\delta$ most of this lies near $q=\pi/2$. With $p=|q-\pi/2|$, $|f|\simeq2t\sqrt{p^2+\delta^2}$ and $\varphi'\simeq\delta/(p^2+\delta^2)$. The part below $\omega_c=4t\sqrt{p_c^2+\delta^2}$ is

$$\frac2\pi\int_0^{p_c}\frac{2t\delta^2\,dp}{(p^2+\delta^2)^{3/2}}=\frac{4t}{\pi}\frac{p_c}{\sqrt{p_c^2+\delta^2}}=\frac{4t}{\pi}\sqrt{1-\frac{E_g^2}{\omega_c^2}} .$$

Let $E_g$ now be the aligned gap. The tilted and aligned parts are equal when $g^2(1-g^2E_g^2/\omega_c^2)=1-E_g^2/\omega_c^2$. Collecting terms, $\omega_c^2(1-g^2)=E_g^2(1-g^4)$, so

$$\omega_c=E_g\sqrt{1+g^2}.$$

Between the tilted gap and this energy the window gains weight; above it the window loses. The estimate is $1.60\sqrt{1+0.631}=2.04$ eV, and the full integral gives 2.05 eV. Below 1.8 eV the tilt raises the part of $-K$ from 1.193 to 1.470 eV, by 23 percent. Below 4.0 eV it lowers it from 2.420 to 2.000 eV, by 17 percent.

The static permittivity follows from the Kramers–Kronig relation with $\varepsilon_2=4\pi\sigma_1/\omega$:

$$\varepsilon(0)-1=\frac2\pi\int_0^\infty\frac{\varepsilon_2}{\omega}d\omega=8\int_0^\infty\frac{\sigma_1}{\omega^2}d\omega .$$

Substituting $\omega=g\omega'$ shows that it scales as $1/g$. Along the chain, $\varepsilon(0)$ rises from 42.3 to 53.0, although the total weight falls.

The small-$\delta$ form shows what decides the direction. Each part of $-K$ is divided by $\omega^2=16t^2(p^2+\delta^2)$, and the prefactor is $8\cdot\pi a^2/2\Omega=4\pi a^2/\Omega$:

$$\varepsilon(0)-1\simeq\frac{4\pi a^2}{\Omega}\,\frac{\delta^2}{4\pi t}\int_0^\infty\frac{dp}{(p^2+\delta^2)^{5/2}}=\frac{4\pi a^2}{\Omega}\,\frac1{6\pi t\delta^2}.$$

The integral is $2/(3\delta^4)$. Inserting $\delta=E_g/4t$ gives

$$\varepsilon(0)-1\simeq\frac{32a^2}{3\Omega}\frac{t}{E_g^2}.$$

At fixed gap, as long as $\delta$ stays small, the permittivity would fall with $t$. At fixed $\delta$ the gap shrinks with $t$, and $1/E_g^2$ wins.

**(h) How far can these numbers be carried over to a photonic phase-change memory?**

**Solution.** In germanium-antimony-telluride films, p orbitals form the bonds, neighbours are roughly 3 angstrom apart and sigma hopping is roughly 2 eV, so the chain has the right scale. Its aligned gap of 1.60 eV is well above the roughly 0.5 eV of crystalline films. One assumption that such films break is pinning: their p orbitals are close in energy. In the two-orbital model the change of total weight goes from a loss of 4.9 percent at $D=3.0$ eV to zero at $D=0$, so the 20.5 percent found for the uniform chain applies to the total weight only if the orbital is fully pinned, and otherwise, for $D>D_{\min}$, to the part below $D$. In a film, distorted bond angles can also misalign orbitals and bonds, and this straight chain does not contain them.

In the infrared, below the gap, the amorphous films have the lower refractive index. Below its tilted gap the chain at fixed $\delta$ gives the opposite trend (above that gap the ordering in the model reverses, already by 1.5 eV), so a loss of sigma hopping does not by itself decide the sign of the contrast; the change of gap must be known as well.

Other omissions can be sized within the model:

- Heating the tilted uniform chain to 900 K changes its weight by $-0.1$ percent.
- Random scatter of the tilt, with standard deviation $8^\circ$, changes the ratio from 0.795 to about 0.779 on average, close to the factor $e^{-s^2}$ by which the mean hopping falls ($s$ is the standard deviation in radians). Samples of 2000 atoms scatter about this by roughly 0.002; the one in the output, 0.785, lies on the high side.
- Alternating bond lengths of 2.70 and 3.30 angstrom lower the weight of the dimerized chain by 10 percent. The ratio stays $g$, because with $H_0=0$ the state is unchanged and every bond term scales alike.

Coupling between chains, local fields and transitions to other shells are not included. The last matter for the dimerized chain, whose aligned spectrum extends to $4V_\sigma=8$ eV; describing that whole spectrum and its total weight with one orbital also requires $D$ to be far above 8 eV. In the uniform two-orbital chain the loss of total weight is only 10.6 percent at $D=8$ eV, 15.5 percent at 20 eV and 19.4 percent at 100 eV. With two orbitals on the dimerized chain, the smaller gap and the higher $\varepsilon(0)$ persist at $D=1.5$ and 3 eV, but the gain of weight below 1.8 eV survives only at 3 eV and turns into a loss at 1.5 eV. The numerical output lists the parameters used here.

## Computed values

```
sigma hopping Vs = 2.00 eV
pi hopping Vp = -0.30 eV
atom spacing a = 3.00 angstrom
volume per atom = 27.0 angstrom^3
tilt angle = 25.0 degrees
tilted hopping t = 1.5892 eV
hopping ratio g = 0.7946
angle of zero hopping = 68.8 degrees
UNIFORM CHAIN
-K per atom, aligned = 2.5465 eV
-K per atom, tilted = 2.0234 eV
optical weight, aligned = 32455 eV S/cm
optical weight, tilted = 25789 eV S/cm
loss of weight = 20.5 percent
plasma energy, aligned = 12.39 eV
plasma energy, tilted = 11.05 eV
PINNING OF THE ORBITAL
least pinning energy = 0.755 eV
pinning energy used = 3.00 eV
Drude part of -K = 2.0234 eV
interband part of -K = 0.3988 eV
total -K, two orbitals = 2.4223 eV
interband onset = 3.001 eV
unpinned -K, angle zero = 2.5750 eV
unpinned -K, tilted = 2.5750 eV
DIMERIZED CHAIN
bond alternation delta = 0.20
gap, aligned = 1.600 eV
gap, tilted = 1.271 eV
-K per atom, aligned = 2.6751 eV
-K per atom, tilted = 2.1256 eV
optical weight, aligned = 34094 eV S/cm
optical weight, tilted = 27091 eV S/cm
-K part below 1.8 eV, aligned = 1.1927 eV
-K part below 1.8 eV, tilted = 1.4696 eV
-K part below 4.0 eV, aligned = 2.4200 eV
-K part below 4.0 eV, tilted = 2.0001 eV
crossover photon energy = 2.052 eV
static permittivity, aligned = 42.3
static permittivity, tilted = 53.0
NEGLECTED EFFECTS
weight change at 300 K = -0.011 percent
weight change at 900 K = -0.098 percent
tilt scatter (standard deviation) = 8.0 degrees
weight ratio with tilt scatter = 0.7853
bond lengths = 2.70, 3.30 angstrom
their effect on weight = -10.48 percent
cluster repulsion U = 2.00 eV
cluster site energies = +/- 0.30 eV
cluster weight ratio = 0.7854
```
